# Core Binding Energies from Janak's Theorem and the Slater Transition State

## The decision: which number is the binding energy?

A Kohn-Sham calculation for ammonia gives a nitrogen 1s eigenvalue. To predict the N 1s binding energy, one can read off minus that eigenvalue, repeat the calculation with half an electron missing from the core and read it there, or compute two total energies and subtract. With the PBE functional, in the calculation described below, these choices give 379.6, 406.1 and 404.4 eV. One relation connects them: minus the core eigenvalue, integrated over the occupation from zero to one, equals the total-energy difference.

Let $n$ be the occupation of one core spin orbital, with $n=1$ the initial state and $n=0$ the core-hole state. The nuclei stay fixed and all other occupations are held constant. The binding energy, positive for a bound electron, is

$$I=E(0)-E(1).$$

Formulas are in Hartree atomic units. In the example, total energies are in hartree and all other energies in eV.

## One orbital of fixed shape

Take a single normalized spin orbital $\phi$ whose shape does not change, with density $n|\phi|^2$. Let $h$ be its kinetic energy plus its attraction to the nuclei, and $J$ the Coulomb repulsion of $|\phi|^2$ with itself. Local exchange has the form $-C\int\rho_\sigma^{4/3}d^3r$ with $C>0$, where $\rho_\sigma$ is the density of one spin. With $A=C\int|\phi|^{8/3}d^3r$,

$$E(n)=hn+\tfrac12Jn^2-An^{4/3}.$$

The one-electron Hamiltonian contains the full Hartree potential, with expectation value $nJ$, and the exchange potential $-\tfrac43C\rho_\sigma^{1/3}$. Its expectation value in $\phi$ is therefore

$$\varepsilon(n)=h+Jn-\tfrac43An^{1/3}=\frac{dE}{dn}.$$

The factor $\tfrac12$ in the Hartree energy has disappeared because that energy is quadratic in the density. Integration gives

$$\int_0^1[-\varepsilon(n)]\,dn=-h-\tfrac12J+A=E(0)-E(1).$$

The correct answer for a single electron is $-h$, since it does not repel itself. The functional gives this if $A=J/2$. Even then the eigenvalue of the full orbital gives

$$-\varepsilon(1)=-h-J+\tfrac43\cdot\tfrac12J=-h-\tfrac13J,$$

which is too small by $J/3$. A correct energy difference does not make the end-point eigenvalue correct.

**Limit $A=0$.** The eigenvalue is then linear in $n$, and its average equals its value at $n=\tfrac12$. Half occupation gives the energy difference of this model without error, although that difference still contains the spurious $-J/2$.

## Many orbitals: the energy and its first variation

In a molecule the other orbitals respond when $n$ changes. Describe the state by the one-particle density matrix of each spin,

$$\gamma_\sigma=\sum_i f_{i\sigma}|\phi_{i\sigma}\rangle\langle\phi_{i\sigma}|,\qquad f_c=n,$$

with orthonormal orbitals. Assume that the energy is a differentiable functional $E[\gamma]$. This covers semilocal functionals, and also hybrids, whose exact-exchange part is a functional of $\gamma$. Define the Hermitian operator $F_\sigma$ by

$$dE=\sum_\sigma\mathrm{Tr}(F_\sigma\,d\gamma_\sigma).$$

For a local or gradient-corrected functional such as PBE, $F_\sigma$ is the Kohn-Sham Hamiltonian, with kinetic energy, nuclear attraction, Hartree potential and exchange-correlation potential. For a hybrid, or a functional of the kinetic-energy density, it contains a further term that is not a multiplicative potential. The spin index is dropped where only one spin is involved.

The constrained state must be stationary under every change of the orbitals that keeps them orthonormal. Rotate two orbitals of the same spin by a small angle $\theta$:

$$\phi_i\to\phi_i\cos\theta+\phi_j\sin\theta,\qquad \phi_j\to\phi_j\cos\theta-\phi_i\sin\theta.$$

To first order, orbital $i$ contributes $f_i\theta(|\phi_j\rangle\langle\phi_i|+|\phi_i\rangle\langle\phi_j|)$ to the change of $\gamma$. Orbital $j$ contributes the same operator with factor $-f_j\theta$. Hence

$$dE=2\theta(f_i-f_j)\,\mathrm{Re}\,F_{ij}.$$

Repeating the argument with $\phi_j$ replaced by $i\phi_j$, where the prefactor $i$ is the imaginary unit, gives the same condition for the imaginary part. Stationarity therefore requires

$$(f_i-f_j)F_{ij}=0.$$

Orbitals with different occupations are not coupled by $F$. Orbitals with equal occupations may be mixed by a unitary transformation without changing $\gamma$, so each such block of $F$ can be diagonalized. In the complete set of occupied and empty orbitals, all off-diagonal elements then vanish, and

$$F\phi_i=\varepsilon_i\phi_i.$$

For $0<n<1$ the core orbital has an occupation shared by no other orbital. At the end points it is defined by continuity along the path.

**Limit of a fixed $F$.** If the electrons do not interact, $F$ does not depend on $\gamma$. The core eigenvalue is constant and $I=-\varepsilon_c$ at any occupation. The differences among the three numbers for ammonia thus come from the dependence of $F$ on the density.

## Stationary, but not a minimum

A state with a partly empty core could lower its energy by moving valence electrons into the core. Rotate the core orbital with a full valence orbital $v$ of the same spin. The core-orbital population changes from $n$ to

$$n\cos^2\theta+\sin^2\theta=n+(1-n)\sin^2\theta,$$

and the valence population falls by the same amount. With $F$ held fixed, the energy change to order $\theta^2$ is

$$\Delta E\simeq-(1-n)(\varepsilon_v-\varepsilon_c)\theta^2.$$

There is another term of order $\theta^2$, from the response of $F$ to the first-order change of $\gamma$. For a deep core level the large gap $\varepsilon_v-\varepsilon_c$ can be expected to dominate. In ammonia at $n=\tfrac12$, mixing the core with the next spin-up orbital by $\theta=0.01$ changes the full energy by $-0.01891$ eV, while the fixed-$F$ term gives $-0.01894$ eV. The state is a saddle point. The calculation must hold the occupation $n$ on the core orbital; unrestricted minimization would refill the core.

**Limit $n\to1$.** The fixed-$F$ term vanishes. This is required, because rotating two full orbitals leaves $\gamma$ unchanged.

## Janak's theorem

Follow one smooth branch of stationary states as $n$ changes. With a prime for $d/dn$,

$$\gamma'=|\phi_c\rangle\langle\phi_c|+\sum_i f_i\left(|\phi_i'\rangle\langle\phi_i|+|\phi_i\rangle\langle\phi_i'|\right),$$

where the sum now includes both spins. The first term arises because $f_c=n$ is the only occupation that varies. Insert $\gamma'$ in the first variation of the energy:

$$\frac{dE}{dn}=\langle\phi_c|F|\phi_c\rangle+\sum_i f_i\left(\langle\phi_i|F|\phi_i'\rangle+\langle\phi_i'|F|\phi_i\rangle\right).$$

Since $F$ is Hermitian and $F\phi_i=\varepsilon_i\phi_i$, the bracket equals

$$\varepsilon_i\left(\langle\phi_i|\phi_i'\rangle+\langle\phi_i'|\phi_i\rangle\right)=\varepsilon_i\frac{d}{dn}\langle\phi_i|\phi_i\rangle=0.$$

The norm is constant, so the orbital response drops out:

$$\boxed{\frac{dE}{dn}=\varepsilon_c(n)}$$

The proof used stationarity and not a minimum, so the saddle does no harm. Integrating from 0 to 1 gives $E(1)-E(0)$. Reversing the sign gives

$$\boxed{I=E(0)-E(1)=\int_0^1[-\varepsilon_c(n)]\,dn}$$

The fractional states are points on a path between two states with integer occupations. They need not describe a physical fraction of an electron. The result is the energy difference of the chosen functional, including that functional's errors.

The path must be continuous. Suppose the solution jumps to another branch at $n_0$, and let $\Delta=E(n_0^+)-E(n_0^-)$. The two smooth pieces give

$$\int_0^1\varepsilon_c\,dn=E(1)-E(n_0^+)+E(n_0^-)-E(0)=-I-\Delta,$$

so the integral of $-\varepsilon_c$ is $I+\Delta$. The proof also does not apply as it stands to functionals that give each orbital its own Hamiltonian, because it used one $F$ for all orbitals of a given spin.

## Where relaxation enters

Janak's theorem does not say that relaxation is negligible. Write the energy as $\mathcal E(n,x)$, where the parameters $x$ describe independent orbital rotations, and let subscripts denote partial derivatives. Stationarity means $\mathcal E_x=0$, so $E'=\mathcal E_n$. Differentiating the stationarity condition along the path gives

$$\mathcal E_{xn}+\mathcal E_{xx}x'=0,\qquad x'=-\mathcal E_{xx}^{-1}\mathcal E_{xn},$$

provided $\mathcal E_{xx}$ can be inverted. Therefore

$$E''=\frac{d\varepsilon_c}{dn}=\mathcal E_{nn}+\mathcal E_{nx}x'=\mathcal E_{nn}-\mathcal E_{nx}\mathcal E_{xx}^{-1}\mathcal E_{xn}.$$

The first term is the frozen-orbital curvature and the second is the relaxation. At a minimum, relaxation cannot raise the curvature. At a saddle its sign is not fixed by this argument and must be computed.

For ammonia, take energies at $n=0.48$, $0.50$ and $0.52$. The symmetric difference quotient of $-E$ is 406.139 eV, both with relaxed orbitals and with the orbitals frozen at $n=\tfrac12$. The second difference of $E$ is 47.8 eV with relaxation and 84.4 eV without it. The two curves have a common tangent but different curvatures.

The eigenvalue itself gives $-\varepsilon_c(\tfrac12)=406.141$ eV. The small difference is due to the finite step $h=0.02$. By Taylor expansion,

$$\frac{E(\frac12+h)-E(\frac12-h)}{2h}=\varepsilon_c(\tfrac12)+\frac{h^2}{6}\varepsilon_c''(\tfrac12)+\cdots.$$

The second difference of the eigenvalues gives $\varepsilon_c''(\tfrac12)\approx31.1$ eV, so the correction is $0.02^2\times31.1/6=0.002$ eV, as observed.

**Limit of frozen Hartree-Fock orbitals.** Adding core occupation changes $F$ by the Coulomb operator minus the exchange operator of $\phi_c$. Their expectation values in $\phi_c$ itself are equal and cancel. The frozen core level is then independent of $n$, and the frozen removal energy is $-\varepsilon_c(1)$, which is Koopmans' theorem. A semilocal functional lacks this cancellation in general.

## Slater's transition state

The integral can be approximated by one eigenvalue. Expand $\varepsilon_c$ about $n=\tfrac12$ and integrate term by term, assuming that the series permits it. Odd powers of $n-\tfrac12$ integrate to zero. The quadratic term needs

$$\frac1{2!}\int_0^1(n-\tfrac12)^2dn=\frac12\cdot\frac1{12}=\frac1{24},$$

so

$$I=-\varepsilon_c(\tfrac12)-\frac{1}{24}\varepsilon_c''(\tfrac12)-\cdots,$$

where the dots contain the fourth and higher even derivatives. The leading term is Slater's transition state. A constant slope $d\varepsilon_c/dn$, however large, causes no error.

A second eigenvalue can remove the quadratic error. Let $y=1-n$ be the missing charge. Use the initial state, $y=0$, with weight $a$, and one further point $y=b$ with weight $1-a$. Integrating $y$ and $y^2$ without error requires

$$(1-a)b=\tfrac12,\qquad(1-a)b^2=\tfrac13.$$

Division gives $b=\tfrac23$, and then $1-a=\tfrac34$. Since $y=\tfrac23$ means $n=\tfrac13$,

$$I\simeq\tfrac14\left[-\varepsilon_c(1)-3\varepsilon_c(\tfrac13)\right].$$

**Limit of one orbital with local exchange.** In the first model the transition state differs from $I$ by

$$-\varepsilon(\tfrac12)-I=A\left(\tfrac43\,2^{-1/3}-1\right).$$

This is positive, because $(\tfrac43)^3/2=\tfrac{32}{27}>1$. The cube root bends the eigenvalue curve, and the half-occupied orbital overestimates the energy difference.

## Ammonia, N 1s

The calculation uses spin-unrestricted PBE without relativity. The chosen geometry has N-H bonds of 1.01 Å and H-N-H angles of 107°. Nitrogen has the uncontracted s, p and d functions of cc-pVTZ, and hydrogen has cc-pVDZ. The spin-up N 1s orbital carries occupation $n$; the other nine occupied spin orbitals stay full. Each point is solved self-consistently.

The total energies are $E(1)=-56.497546$ hartree and $E(0)=-41.635960$ hartree. Thus

$$I=-41.635960+56.497546=14.861586\ \text{hartree},$$

or 404.40 eV.

For the integral, set $n=t^2$, so that $dn=2t\,dt$. This places more points near $n=0$, where the eigenvalue curve turns over, as the table shows. Six-point Gauss-Legendre integration in $t$ gives these occupations and weights:

| $n$ | weight | $-\varepsilon_c$ (eV) |
|---|---|---|
| 0.00114 | 0.00578 | 418.355 |
| 0.02869 | 0.06111 | 420.001 |
| 0.14493 | 0.17813 | 419.811 |
| 0.38354 | 0.28978 | 411.471 |
| 0.68990 | 0.29965 | 396.587 |
| 0.93361 | 0.16554 | 383.360 |

The products of the last two columns add as

$$2.42+25.67+74.78+119.24+118.84+63.46=404.41\ \text{eV}.$$

With unrounded weights and products the sum is 404.40 eV, equal to the total-energy difference at this precision.

The approximations can now be compared with that difference:

- The initial-state eigenvalue gives 379.63 eV, which is 24.8 eV too low.
- The transition state gives 406.14 eV, which is 1.74 eV too high. The leading correction, $31.1/24=1.30$ eV, accounts for most of this; the rest comes from higher derivatives.
- The two-point rule gives $(379.629+3\times413.588)/4=405.10$ eV, which is 0.69 eV too high.

These are errors relative to the energy difference of the same functional, not relative to experiment.

The low initial-state value should not be blamed on missing relaxation. Removing the core electron with all orbitals frozen costs 421.98 eV. Relaxation then lowers the result by 17.57 eV, to 404.40 eV. The initial eigenvalue lies 42.35 eV below the frozen removal energy, so the change of the core level with its own occupation raises the binding energy by more than relaxation lowers it.

The computed curve has an unexpected feature. As the core empties, $-\varepsilon_c$ does not rise all the way: it is 419.81 eV at $n=0.145$ and 420.00 eV at $n=0.029$, but only 418.25 eV at $n=0$. It therefore passes through a maximum between $n=0.145$ and $n=0$. The one-orbital model has a similar maximum. Its slope,

$$\frac{d(-\varepsilon)}{dn}=-J+\tfrac49An^{-2/3},$$

is positive at small $n$, where exchange wins, and negative at larger $n$ if $A=J/2$. The change of sign is then at $n=(2/9)^{3/2}\approx0.10$. It is a conjecture that the same competition causes the maximum in ammonia, where valence density and relaxation also act.

The frozen path does show that exchange and correlation bend the curve. With fixed orbitals, the kinetic and nuclear terms in $\langle\phi_c|F|\phi_c\rangle$ are constant and the Hartree term is linear in $n$. A curve made of these alone would have an average equal to the mean of its end values. Minus the frozen expectation value is 379.63 eV at $n=1$ and 451.66 eV at $n=0$, with mean 415.64 eV. Its integral is the frozen removal energy, 421.98 eV. The excess of 6.33 eV must come from the exchange-correlation term.

For a binding energy at this level of theory, two converged total energies suffice. The transition state needs one constrained calculation and avoids subtracting large totals, at the price here of 1.7 eV. Neither route supplies what the model omits: relativity, nuclear motion, the remaining basis-set error and the error of PBE for a core-hole state.

The digits quoted above belong to the stated basis of 50 functions and are not converged to 0.01 eV. Take a basis of 100 functions, with the uncontracted s, p and d functions of aug-cc-pVQZ plus one f shell on nitrogen and the s and p functions of aug-cc-pVTZ on hydrogen. Then $I$ rises by 0.07 eV to 404.47 eV, the transition state by 0.04 eV to 406.18 eV, and $-\varepsilon_c(1)$ by 0.33 eV to 379.95 eV, while $-\varepsilon_c(0)$ falls by 0.19 eV. The frozen removal energy rises by 0.34 eV and the relaxation energy by 0.28 eV. The order of $-\varepsilon_c(1)$, $I$ and the transition state is unchanged, and the transition-state error remains 1.7 eV.
